\section*{Barrier Height and Thickness from a Tunnel Junction's Parabolic Conductance}

\section{The problem}

A tunnel junction has equal electrodes and a barrier taken as rectangular at zero bias, with height $\phi$ above the Fermi level and thickness $d$. Its differential conductance per area at low bias is
\begin{equation}
G(V)=g_0\,(1+cV^2),\qquad c=1.50\ \mathrm{V^{-2}},
\end{equation}
so $G/g_0=1.060$ at $0.20$ V and $1.135$ at $0.30$ V. The resistance-area product at zero bias is $1/g_0=10^4\ \Omega\,\mu\mathrm{m}^2$. The barrier mass $m$ is the free-electron mass. Find $\phi$ and $d$, and say what each measured quantity contributes.

Write $v=eV$. With energies in eV, $v$ has the same numerical value as $V$ in volts, so $cV^2$ may be written $cv^2$. Let
\begin{equation}
B=\frac{\hbar^2}{m}=0.0762\ \mathrm{eV\,nm^2},\qquad a=d\sqrt{8/B},\qquad u=a\sqrt\phi .
\end{equation}
Here $u=2\kappa d$, where $\kappa=\sqrt{2m\phi}/\hbar$ is the decay constant at the Fermi level.

\section{A tempting solution}

Tunnelling varies as $e^{-a\sqrt w}$ for an electron a depth $w$ below the barrier top. Bias opens an energy window from $-v/2$ to $v/2$, and the conductance samples its two edges:
\begin{equation}
\frac{G}{g_0}\approx\frac{e^{-a\sqrt{\phi-v/2}}+e^{-a\sqrt{\phi+v/2}}}{2e^{-a\sqrt\phi}} .
\end{equation}
Since $\sqrt{\phi\pm v/2}\approx\sqrt\phi\pm v/(4\sqrt\phi)$,
\begin{equation}
\frac{G}{g_0}\approx\cosh\frac{av}{4\sqrt\phi}\approx1+\frac{a^2v^2}{32\phi}
=1+\frac{d^2}{4B\phi}v^2. \label{quick}
\end{equation}
There are two unknowns and two data points, at $0.20$ and $0.30$ V, so the absolute conductance seems unnecessary. Try $\phi=3.0$ eV. The first point gives $d^2=4B(1.50)\phi$, hence $d=1.17$ nm. The second point is then satisfied as well, which looks like confirmation. The proposed answer is $\phi=3.0$ eV, $d=1.17$ nm.

\section{Where it fails}

The two equations are $d^2/(4B\phi)=0.060/0.20^2$ and $d^2/(4B\phi)=0.135/0.30^2$. Both right-hand sides equal $1.50$, so this is one equation written twice. It gives
\begin{equation}
\frac{d^2}{\phi}=4Bc=0.457\ \mathrm{nm^2/eV}
\end{equation}
and nothing more. The choice $\phi=3.0$ eV was free. A wider bias range does not help at this order, because the whole hyperbolic cosine in (\ref{quick}) depends on $a/\sqrt\phi$, that is, on the same ratio.

The quick argument also ignored the tilt of the barrier and the sum over parallel momentum. We need that sum for $g_0$, and we must see whether these omissions spoil the ratio law.

\section{The right solution}

\subsection{Zero-bias conductance}

Assume zero temperature, conserved parallel momentum $\hbar k$, an isotropic barrier mass, electrode bands deep enough not to cut off the $k$ integral, and WKB transmission with unit prefactor. Measure energy from the mean of the two Fermi levels. With spin included,
\begin{equation}
J=\frac{2e}{h}\int_{-v/2}^{v/2}\!dE\int\!\frac{d^2k}{(2\pi)^2}\,
e^{-2\int_0^d q\,dx},\qquad q^2=\frac{2(U(x)-E)}{B}+k^2,
\end{equation}
where $U=\phi+v/2-vx/d$.

First keep the barrier flat, $U=\phi$, and put $w=\phi-E$. Then $k\,dk=q\,dq$, and $q$ starts at $\kappa_w=\sqrt{2w/B}$. The transmission sum is
\begin{align}
P(w)&=\frac1{2\pi}\int_{\kappa_w}^\infty q\,e^{-2qd}dq
=\frac1{2\pi}\left(\frac{\kappa_w}{2d}+\frac1{4d^2}\right)e^{-2\kappa_wd}\nonumber\\
&=\frac{(1+a\sqrt w)\,e^{-a\sqrt w}}{8\pi d^2},
\end{align}
because $2\kappa_wd=a\sqrt w$. At small bias $J=(2e/h)\,v\,P(\phi)$, so
\begin{equation}
g_0=\frac{2e^2}{h}P(\phi)=\frac{e^2}{h}\,\frac{(1+u)e^{-u}}{4\pi d^2}. \label{g0}
\end{equation}

\subsection{Curvature from the energy window}

For the flat barrier, differentiating $J$ with respect to its two limits gives
\begin{equation}
\frac{G_{\rm flat}}{g_0}=\frac{P(\phi-v/2)+P(\phi+v/2)}{2P(\phi)}
=1+\frac{v^2}{8}\frac{P''(\phi)}{P(\phi)}+\dots
\end{equation}
Let $y=a\sqrt w$, so $dy/dw=a^2/(2y)$. Then
\begin{align}
\frac{d}{dw}\left[(1+y)e^{-y}\right]&=-ye^{-y}\frac{a^2}{2y}=-\frac{a^2}{2}e^{-y},\\
\frac{d^2}{dw^2}\left[(1+y)e^{-y}\right]&=\frac{a^4}{4y}e^{-y}.
\end{align}
At $w=\phi$, where $y=u$ and $a^2=u^2/\phi$,
\begin{equation}
c_{\rm flat}=\frac{a^4}{32u(1+u)}=\frac{u^2}{32\phi^2}\,\frac{u}{1+u}. \label{flat}
\end{equation}

\subsection{Curvature from the tilt}

Put $t=1/2-x/d$ and $W=\phi-E+Bk^2/2$. The WKB exponent is $a$ times the mean of $\sqrt{W+vt}$ over $-1/2<t<1/2$. The mean of $t$ is zero and that of $t^2$ is $1/12$, so
\begin{equation}
\left\langle\sqrt{W+vt}\right\rangle
=\sqrt W\left(1-\frac{\langle t^2\rangle v^2}{8W^2}\right)
=\sqrt W\left(1-\frac{v^2}{96W^2}\right).
\end{equation}
The tilt therefore multiplies the transmission by $1+av^2/(96W^{3/2})$. This is already second order in $v$, so we may set $E=0$ in it. Since $k\,dk=dW/B$, the relative gain of the transmission sum is $bv^2$, with
\begin{equation}
b=\frac a{96}\,\frac{\int_\phi^\infty W^{-3/2}e^{-a\sqrt W}dW}{\int_\phi^\infty e^{-a\sqrt W}dW}.
\end{equation}
Substitute $W=\phi y^2$. The numerator integral is $2\phi^{-1/2}E_2(u)$, where $E_2(u)=\int_1^\infty y^{-2}e^{-uy}dy$. The denominator is $2\phi(1+u)e^{-u}/u^2$. With $a=u/\sqrt\phi$ and $H(u)=e^uE_2(u)$,
\begin{equation}
b=\frac{u^3H(u)}{96\phi^2(1+u)} .
\end{equation}
A term $bv^3$ in the current becomes $3bv^2$ in its derivative. Adding $3b$ to (\ref{flat}) gives
\begin{equation}
c=\frac{u^2}{32\phi^2}s(u)=\frac{d^2}{4B\phi}s(u),\qquad
s(u)=\frac{u[1+H(u)]}{1+u}. \label{c}
\end{equation}

For a thick barrier, set $y=1+z/u$ in $E_2$:
\begin{equation}
H=\frac1u\int_0^\infty e^{-z}\left(1+\frac zu\right)^{-2}dz
=\frac1u-\frac2{u^2}+\dots
\end{equation}
Hence
\begin{equation}
s=\left(1+\frac1u-\frac2{u^2}+\dots\right)\left(1-\frac1u+\frac1{u^2}-\dots\right)
=1-\frac2{u^2}+\dots
\end{equation}
The first-order corrections from the tilt and the momentum sum cancel. Within this model the ratio law is the thick-barrier limit, with a small correction.

\subsection{Two data, one barrier}

Solving (\ref{c}) for $\phi$, and using $d^2=Bu^2/(8\phi)$,
\begin{equation}
\phi=u\sqrt{\frac{s}{32c}},\qquad d^2=Bu\sqrt{\frac{c}{2s}} . \label{inverse}
\end{equation}
Curvature leaves $u$ free. Inserting $d^2$ into (\ref{g0}) gives the missing equation:
\begin{equation}
g_0=C\left(1+\frac1u\right)e^{-u}\sqrt{s(u)},\qquad
C=\frac{e^2}{h}\,\frac1{4\pi B\sqrt{c/2}} . \label{solve}
\end{equation}
It has one root. At fixed $c$,
\begin{equation}
\frac{d\ln g_0}{du}=-1-\frac1{2u(1+u)}+\frac{H'(u)}{2[1+H(u)]}<-1,
\end{equation}
because $H=\int_1^\infty y^{-2}e^{-u(y-1)}dy$ decreases with $u$. Also $g_0\to0$ as $u\to\infty$. As $u\to0$, $H\to1$ and $s\to2u$, so $g_0$ grows as $u^{-1/2}$. Each positive $g_0$ is thus reached once. The small-$u$ end completes the mathematical argument; WKB is not reliable there.

\section{Numbers}

Take $s=1$ first. With $e^2/h=3.874\times10^{-5}$ S, $C=46.72\ \mathrm{S}/\mu\mathrm{m}^2$. Equation (\ref{solve}) becomes
\begin{equation}
u=\ln\frac{46.72}{10^{-4}}+\ln\left(1+\frac1u\right)=13.055+0.073=13.128 .
\end{equation}
Then $\phi=13.128/\sqrt{48}=1.89$ eV and $d=\sqrt{0.457\times1.89}=0.93$ nm. Solving (\ref{solve}) numerically with the full $s(u)$ gives $s=0.991$, and
\begin{equation}
\phi=1.89\ \mathrm{eV},\qquad d=0.93\ \mathrm{nm}
\end{equation}
to the same digits. The tempting answer fails on the datum it discarded, as these barriers of equal $d^2/\phi$ show:
\begin{center}
\begin{tabular}{ccccc}
$\phi$ (eV) & $d$ (nm) & $u$ & $c$ (V$^{-2}$) & $1/g_0$ ($\Omega\,\mu$m$^2$)\\
1.0 & 0.68 & 6.9 & 1.46 & $1.9\times10^1$\\
2.0 & 0.96 & 13.9 & 1.49 & $2.1\times10^4$\\
3.0 & 1.17 & 20.8 & 1.49 & $2.2\times10^7$
\end{tabular}
\end{center}
The curvature changes by about 2\%, the resistance by a factor of about a million. The tempting barrier is some two thousand times too resistive.

Since $g_0$ in (\ref{solve}) falls exponentially with $u$, the solution depends on $g_0$ only logarithmically and tolerates errors in it. Doubling the resistance at fixed $c$ raises $\phi$ by 5\% and $d$ by 3\%. Raising $c$ by 10\% at fixed $g_0$ lowers $\phi$ by 5\% and raises $d$ by 2\%.

\section{What the interfaces change}

Matching waves at the interfaces gives the transmission a prefactor. For electrodes of Fermi energy $E_F$ and the same mass, a thick barrier at $k=0$ has
\begin{equation}
D(E)=\frac{16xw}{(x+w)^2},\qquad x=E_F+E,\quad w=\phi-E .
\end{equation}
Here $x+w$ is constant, so $D'/D=1/E_F-1/\phi$ at $E=0$. The first-order effects of the bias shifts at the two interfaces cancel. The second derivative of $DP$ contains $2D'P'$ beside $DP''$. For large $u$, derivatives with respect to $E$ obey $P''/P'\approx u/(2\phi)$, so the relative change of $c$ is
\begin{equation}
\frac{2D'/D}{u/(2\phi)}=\frac4u\left(\frac\phi{E_F}-1\right).
\end{equation}
This is first order in $1/u$, and no other term cancels it. For $E_F=5$ eV, I computed the current numerically by matching waves through a finely stepped barrier. The three barriers in the table then have $c=0.81$, $1.20$ and $1.35\ \mathrm{V^{-2}}$. The ratio law is therefore a leading-order law, and a poor one for the thinnest barrier. One curvature is still one equation for two unknowns. Refitting both data with matched waves gives $\phi=1.84$ eV and $d=1.02$ nm: the height falls by 3\% and the thickness grows by 10\%. The shift of the height depends on the assumed $E_F$, even in sign: $E_F=2$ eV gives $1.98$ eV and $1.00$ nm, and $E_F=11.7$ eV gives $1.70$ eV and $1.02$ nm.

\section{Beside a real junction}

The data are chosen in the rough regime of an aluminium-oxide magnetic tunnel junction with parallel magnetizations, where barriers are about 1 nm thick and fitted heights are a few eV at most. The mass is an assumption that the two data cannot test. With $m=0.4\,m_e$ they give $\phi=1.75$ eV and $d=1.42$ nm, so the thickness is the result more exposed to the mass. Real oxides are also uneven. Averaging (\ref{g0}) over a Gaussian thickness spread of 0.1 nm, with mean thickness and height fixed, multiplies $g_0$ by 3.3, because thin places dominate. For the same reason the averaged WKB current has $c=1.06\ \mathrm{V^{-2}}$ instead of $1.50$, so the tolerance to errors in $g_0$ does not make roughness harmless. Refitting both data with this spread gives $\phi=1.74$ eV and a mean thickness of $1.04$ nm. Image charges lower the barrier at its midpoint by $e^2\ln2/(4\pi\epsilon_0\epsilon_r d)=0.36$ eV for an assumed optical permittivity $\epsilon_r=3$, and by more towards the electrodes, so the fitted $\phi$ and $d$ are those of an equivalent rectangular barrier. The difference is large. In WKB, adding this image potential to the fitted barrier raises $g_0$ about fifty-fold and $c$ to about $2.0\ \mathrm{V^{-2}}$, and the same data then call for a nominal barrier near $2.7$ eV and $1.0$ nm. Thermal broadening at 300 K, found by averaging $P(\phi-E)$ over the derivative of the Fermi function, raises $g_0$ by 1.3\%. At 0.30 V the mean field is 3.2 MV/cm, and the integrated WKB current gives $G/g_0=1.140$ against the parabola's $1.135$. Magnon-assisted tunnelling, not modelled here, can add a cusp near zero bias; it must be kept out of both $g_0$ and $c$ before they are used.
